# Borel Law for Avalanche Pair Numbers with Equal Ionization Coefficients

Without the distribution of avalanche sizes, the mean gain has to stand for the whole process, and it describes a single avalanche badly. In the junction treated below, at 95 % of its breakdown voltage, the mean number of pairs is 5.4. Yet 44 % of primary pairs ionize nothing at all, and the standard deviation is 11. At breakdown the mean is infinite, although each avalanche still ends with probability one. A noise estimate needs at least the variance, and a pulse threshold or a count of large events needs the probabilities of the sizes themselves.

## Setting and assumptions

A depletion layer occupies \(0<x<W\). Electrons drift towards \(+x\), holes towards \(-x\). A primary pair is born at \(x\), by light, heat or a passing particle. The assumptions are these.

1. **Local ionization.** A carrier crossing \(dy\) at \(y\) creates a new pair there with probability \(\alpha(y)\,dy\), whatever its history. It then continues its drift.
2. **Equal coefficients.** The function \(\alpha(y)\) is the same for electrons and holes. It may vary with position.
3. **Frozen field.** The avalanche does not alter the field, so carriers act independently.
4. **Full collection.** No carrier recombines or is trapped.

Define the ionization integral
\[
\mu=\int_0^W\alpha(y)\,dy ,
\]
taken as positive and finite. Let \(N\) be the total number of pairs, the primary included.

## Theorem

For every birth place \(x\),
\[
P(N=n)=\frac{e^{-\mu n}(\mu n)^{n-1}}{n!},\qquad n=1,2,\dots \tag{1}
\]
This is the Borel distribution. Its sum is 1 if \(\mu\le1\). If \(\mu>1\), its sum is the smallest positive root \(q<1\) of \(q=e^{\mu(q-1)}\), and \(1-q\) is the probability of an endless avalanche. At breakdown, \(\mu=1\),
\[
P(N=n)\sim\frac{1}{\sqrt{2\pi}}\,n^{-3/2}\qquad(n\to\infty). \tag{2}
\]

## Lemma 1: one pair sweeps the layer once

*Let each ionization by the primary pair, at position \(y\), carry a factor \(g(y)\) with \(0\le g\le1\). The expected product of these factors is*
\[
\exp\left\{\int_0^W\alpha(y)\,[g(y)-1]\,dy\right\}. \tag{3}
\]

**Proof.** The electron covers \((x,W)\) and the hole covers \((0,x)\). Together they cover each point of the layer once. Divide the layer into short steps \(dy\). A step holds an ionization with probability \(\alpha\,dy\), which gives the factor \(g\), and none with probability \(1-\alpha\,dy\), which gives the factor 1. Its mean factor is
\[
(1-\alpha\,dy)+\alpha\,g\,dy=1+\alpha(g-1)\,dy .
\]
Steps are independent by assumptions 1 and 3, so the mean factors multiply. The logarithm of the product is the sum of \(\alpha(g-1)\,dy\), with corrections of order \(dy^2\) per step that vanish in the limit. This is (3). ∎

Setting \(g=z\), a constant, gives \(e^{\mu(z-1)}=\sum_m e^{-\mu}\mu^m z^m/m!\). The number of direct ionizations by one pair is therefore Poisson distributed with mean \(\mu\), for every \(x\). A pair born near one edge has one long path and one short path, and their sum is always \(W\).

## Lemma 2: the equation for the generating function

Let \(G(x,s)=\langle s^N\rangle\) for \(0\le s<1\), with \(s^N=0\) if the avalanche never ends. *Then \(G\) does not depend on \(x\), and*
\[
G(s)=s\,e^{\mu[G(s)-1]} . \tag{4}
\]

**Proof.** The primary contributes one factor \(s\). Each of its ionizations, at \(y\), starts an avalanche of its own, independent of the others, whose mean factor is \(G(y,s)\). Lemma 1 with \(g(y)=G(y,s)\) gives
\[
G(x,s)=s\exp\left\{\int_0^W\alpha(y)\,[G(y,s)-1]\,dy\right\}.
\]
The right side does not contain \(x\). Hence \(G(y,s)=G(s)\) leaves the integral, and what remains is \(\mu\). ∎

## Proof of the Borel law

Write \(p_n=P(N=n)\), so that \(G(s)=\sum_n p_ns^n\). Here \(G(0)=0\) and \(G'(0)=p_1=e^{-\mu}\), the probability of no ionization. Since \(G'(0)\ne0\), the map \(w=G(s)\) is one-to-one near the origin. Equation (4) gives its inverse:
\[
s=w\,e^{-\mu(w-1)} .
\]
The derivative \(G'(s)=\sum_n np_ns^{n-1}\) yields \(np_n\) by Cauchy's formula on a small circle around the origin:
\[
np_n=\frac1{2\pi i}\oint\frac{G'(s)}{s^n}\,ds .
\]
Because \(G'(s)\,ds=dw\), a change of variable gives
\[
np_n=\frac1{2\pi i}\oint\frac{dw}{s(w)^n}
=\frac1{2\pi i}\oint\frac{e^{n\mu(w-1)}}{w^n}\,dw .
\]
The last integral is the coefficient of \(w^{n-1}\) in \(e^{-n\mu}e^{n\mu w}\), so
\[
np_n=e^{-n\mu}\frac{(n\mu)^{n-1}}{(n-1)!}.
\]
Division by \(n\) gives (1). ∎

The case \(n=2\) shows the counting. The primary must ionize once, with probability \(\mu e^{-\mu}\), and the new pair not at all, with probability \(e^{-\mu}\). The product \(\mu e^{-2\mu}\) agrees with (1).

## Does the avalanche end?

As \(s\to1\) from below, \(G(s)\) rises to \(q=P(N<\infty)\), and (4) becomes \(q=e^{\mu(q-1)}\). To see which root is meant, let \(r\) be any root in \((0,1]\). If \(G(s)=r\) held for some \(s<1\), then (4) would give \(r=s\,e^{\mu(r-1)}=sr<r\), a contradiction. Since \(G\) starts at 0 and is continuous, it stays below \(r\). Hence \(q\le r\), and \(q\) is the smallest root.

Now let \(\varphi(z)=e^{\mu(z-1)}-z\). It is strictly convex, with \(\varphi(1)=0\) and \(\varphi'(1)=\mu-1\). For \(z<1\) it lies above its tangent at 1:
\[
\varphi(z)>(\mu-1)(z-1).
\]
If \(\mu\le1\), the right side is not negative, so there is no root below 1 and \(q=1\). If \(\mu>1\), \(\varphi\) is negative just below 1 but \(\varphi(0)=e^{-\mu}>0\), so a root lies between and \(q<1\). ∎

Just above breakdown, put \(q=1-\rho\) with small \(\rho\). Then \(-\ln(1-\rho)=\mu\rho\), or \(\rho+\rho^2/2+\dots=\mu\rho\), so \(\rho\approx2(\mu-1)\). The runaway probability rises linearly from zero. At \(\mu=1.2\), a numerical root gives \(1-q=0.314\), while the linear estimate of 0.4 is already too high. In a real device an endless avalanche means one that grows until the field or the circuit responds.

## Mean and fluctuations below breakdown

Take the logarithm of (4), \(\ln G=\ln s+\mu(G-1)\), and differentiate:
\[
\frac{G'}{G}=\frac1s+\mu G' .
\]
Let \(s\to1\), where \(G\to1\). For \(\mu<1\) the mean \(M=G'(1)\) obeys \(M=1+\mu M\), so
\[
M=\frac1{1-\mu}.
\]
For \(\mu=1\), the form \(G'(1/G-1)=1/s\) shows that \(G'\) diverges, so the mean is infinite. A second differentiation gives
\[
\frac{G''}{G}-\frac{G'^2}{G^2}=-\frac1{s^2}+\mu G'' .
\]
At \(s=1\) this is \((1-\mu)G''=M^2-1\), or \(G''=M^3-M\). Since \(G''(1)=\langle N(N-1)\rangle\), we have \(\langle N^2\rangle=G''+M=M^3\). Therefore
\[
\operatorname{Var}N=M^3-M^2=\frac{\mu}{(1-\mu)^3},\qquad
F\equiv\frac{\langle N^2\rangle}{\langle N\rangle^2}=M . \tag{5}
\]
The variance uses \(M-1=\mu M\). The excess noise factor \(F\) equals the gain, so the relative spread grows as breakdown is approached.

## The tail

Stirling's formula is \(n!=\sqrt{2\pi n}\,n^ne^{-n}[1+1/(12n)+\dots]\). Insert it in (1):
\[
p_n\approx\frac{e^{-\mu n}\mu^{n-1}n^{n-1}}{\sqrt{2\pi n}\,n^ne^{-n}}
=\frac{n^{-3/2}}{\mu\sqrt{2\pi}}\,e^{-n/n_c},\qquad
\frac1{n_c}=\mu-1-\ln\mu . \tag{6}
\]
The power of \(n\) comes from \(n^{n-1}/n^n=n^{-1}\) and \(n^{-1/2}\). The factor \(\mu^{n-1}=\mu^{-1}e^{n\ln\mu}\) supplies the prefactor and the logarithm. At \(\mu=1\), \(1/n_c=0\), and (6) becomes (2). ∎

The next Stirling term lowers \(p_n\) by the relative amount \(1/(12n)\), less than 1 % at \(n=10\). Summing the critical tail as an integral gives
\[
P(N>n)\approx\int_n^\infty\frac{m^{-3/2}}{\sqrt{2\pi}}\,dm=\sqrt{\frac{2}{\pi n}} .
\]

Close to breakdown put \(\delta=1-\mu\). Then \(-\delta-\ln(1-\delta)=\delta^2/2+\dots\), so \(n_c\approx2/\delta^2=2M^2\). The power law holds for \(1\ll n\ll n_c\), and its range grows as the square of the gain. Above breakdown, (6) still has a finite \(n_c\), which now limits the avalanches that do end.

## Remark: what equality of the coefficients fixes

Let holes have the coefficient \(\beta(y)\). A primary pair ionizes nothing with probability
\[
P(N=1)=\exp\left\{-\int_0^x\beta\,dy-\int_x^W\alpha\,dy\right\}.
\]
If this is the same for all \(x\), the exponent has zero derivative, and \(\beta(x)=\alpha(x)\) for continuous coefficients. Independence of the birth place thus requires local equality.

The exponent \(-3/2\) can survive without it. Take \(\beta=2\alpha\), and measure position by \(\tau=\int_0^x\alpha\,dy\), from 0 to \(T\). The argument of Lemma 2 now gives
\[
G(\tau)=s\exp\left\{2\int_0^\tau(G-1)\,d\tau'+\int_\tau^T(G-1)\,d\tau'\right\}.
\]
Differentiation gives \(dG/d\tau=G(G-1)\). With \(r=1/G-1\), this becomes \(dr/d\tau=-G^{-2}\,dG/d\tau=(1-G)/G=r\), so \(r=r_0e^\tau\). Since \(G-1=-r/(1+r)\) and \(d\tau=dr/r\),
\[
\int_0^T(G-1)\,d\tau=-\int_{r_0}^{r_0e^T}\frac{dr}{1+r}
=\ln\frac{1+r_0}{1+r_0e^T}.
\]
At \(\tau=0\), \(G=1/(1+r_0)\), and the integral equation gives
\[
s=\frac{1+r_0e^T}{(1+r_0)^2}. \tag{7}
\]
For small \(r_0\), \(1-s\approx(2-e^T)r_0\) and \(1-G\approx r_0\). The mean for birth at \(x=0\) is therefore \(M=1/(2-e^T)\), and breakdown occurs at \(T=\ln2\), not at 1. There (7) reads
\[
s=\frac{1+2r_0}{(1+r_0)^2}=1-\left(\frac{r_0}{1+r_0}\right)^2=1-(1-G)^2,
\]
so \(G=1-\sqrt{1-s}\). Its coefficients are
\[
p_n=\frac{(2n-2)!}{2^{2n-1}\,n!\,(n-1)!}\sim\frac{n^{-3/2}}{2\sqrt\pi},
\]
again by Stirling's formula. The law is not Borel, and the prefactor has changed, but the power has not.

## A kilovolt junction

Consider a one-sided junction of doping \(N_d=2\times10^{16}\ \mathrm{cm^{-3}}\) and relative permittivity 10. The field falls linearly from its peak, \(E(x)=E_m(1-x/W)\), with \(W=\varepsilon E_m/(qN_d)\), and the voltage is \(V=E_mW/2\). Both carriers have
\[
\alpha=a\,e^{-b/E},\qquad a=4\times10^6\ \mathrm{cm^{-1}},\quad b=20\ \mathrm{MV/cm}.
\]
Changing variable from \(x\) to \(E\) gives
\[
\mu=\frac{\varepsilon}{qN_d}\int_0^{E_m}a\,e^{-b/E}\,dE .
\]
Numerical integration and root finding give \(\mu=1\) at \(E_m=3.266\) MV/cm and \(W=9.03\ \mathrm{\mu m}\). The breakdown voltage is
\[
V=\tfrac12(3.266\times10^6\ \mathrm{V/cm})(9.026\times10^{-4}\ \mathrm{cm})\approx1474\ \mathrm V .
\]

At 95 % of this voltage, 1400 V, field and width are both smaller by \(\sqrt{0.95}\). The same integral gives \(\mu=0.8146\). Hence \(M=F=1/0.1854=5.39\), the standard deviation is \(\sqrt{0.8146\times5.39^3}=11.3\), and \(n_c=51\). The probabilities from (1) are:

| | 95 % of breakdown voltage | breakdown |
|---|---|---|
| \(P(N=1)\) | 0.443 | 0.368 |
| \(P(N=10)\) | 0.0126 | 0.0125 |
| \(P(N=100)\) | \(6.9\times10^{-5}\) | \(4.0\times10^{-4}\) |
| \(P(N>100)\) | 0.0021 | 0.080 |

The last 5 % of voltage makes avalanches of more than 100 pairs about 37 times as frequent, while \(P(N=10)\) hardly moves. The reason is in (1): \(\partial\ln p_n/\partial\mu=-n+(n-1)/\mu\) vanishes at \(\mu=(n-1)/n\). For \(n=10\) the maximum is at \(\mu=0.9\), between the two columns.

## Beside a real device

The doping, width and peak field are in the rough range of a kilovolt-class gallium nitride power diode. The coefficients are round model values, and their equality is an idealization, since the two carriers in such a material generally ionize at different rates. With \(\alpha\) held fixed and the hole coefficient doubled, breakdown moves to \(\mu=\ln2\), which lowers its voltage by 128 V, or 9 %. At the same mean gain of 5.39 for birth at \(x=0\), \(P(N=1)=e^{-T}=1/(2-1/M)=0.55\) replaces 0.44, and \(F\), computed from the second derivative of \(G\), is 9.0 instead of 5.4. A constant factor of 2 is only an illustration. In gallium nitride the ratio varies with field, and reported values differ widely and are often larger, so these shifts are not predictions for a real diode. A 2 % rise of \(b\), standing in for a hotter lattice, raises the breakdown voltage of the equal-coefficient model by 52 V.

Assumption 1 fails because a carrier must first gain the threshold energy. With a rough threshold of 5.1 eV, the dead distance at the peak field of 3.18 MV/cm is 16 nm if no energy is lost on the way. Losses to the lattice lengthen it and would strengthen the effect estimated here. A simulation followed 80,000 avalanches born at \(x=0.1W\), barring each carrier from ionizing for 16 nm after its birth and after each ionization. At 1400 V the mean fell from 5.39 to \(4.93\pm0.03\) (standard error), or by 9 %. Here \(\alpha\) is kept unchanged beyond the dead distance. The drop acts mostly as a shift of voltage: about 8 V more restores the mean of 5.39, with \(F\approx5.3\) there. Coefficients fitted to measured gain would largely absorb such a shift.

The failure of assumption 3 ends the power law. Spread over an area \(A\), one carrier's charge changes the field by about \(q/(\varepsilon A)\). If this reduction acts across the whole layer of fixed width, the change in \(\mu\) is
\[
c=\frac{q}{\varepsilon A}\int_0^W\frac{d\alpha}{dE}\,dx
=\frac{q}{\varepsilon A}\,\frac{\varepsilon}{qN_d}\,\alpha(E_m)=\frac{\alpha(E_m)}{N_dA}.
\]
Diffusion during one transit gives \(A\approx4\pi Dt\). With rough values of 10 cm²/s for \(D\) and \(10^7\) cm/s for the drift speed, \(t=90\) ps, \(A=1.1\ \mathrm{\mu m^2}\) and \(c=3.9\times10^{-5}\) at breakdown. In a critical avalanche, a population \(z\) fluctuates by about \(\sqrt{zg}\) in \(g\) generations, so it can die out when \(g\sim z\), after \(n\sim zg\sim z^2\) pairs. One generation then holds about \(\sqrt n\) pairs. Ionization is concentrated near the peak field, but electrons stay in the layer for the rest of their transit, so several generations coexist. With roughly \(10\sqrt n\) carriers present at the height of the avalanche (about half that on average), \(\mu\) falls by \(\delta\sim10c\sqrt n\). The cutoff \(n\sim1/\delta^2\) gives \(n\sim1/(10c)\approx3\times10^3\). This figure is crude and may be too low by a large factor, because two simplifications overstate \(c\). The spot keeps widening over the many generations of a large avalanche, and the field of a spot much narrower than \(W\) does not reach across the whole layer. For this junction, (2) should therefore hold at least for large sizes well below a few thousand pairs, provided that the other assumptions hold.
